# Two scattering mechanisms: the summed resistivities are a lower bound: verification in Python

```python
"""
Result under test: for two scattering mechanisms whose rates add,
    rho_joint >= rho_1 + rho_2,
with equality only if one function solves both separate linearized Boltzmann
equations up to a factor (modulo null vectors of the collision operators).

Symbols: f0 Fermi function, w = -df0/d(energy), f = f0 + w*phi, phi = -E*psi,
X = e*v_x*w, P = linearized collision operator, P psi = X,
conductivity = <X, psi>, <a, b> = (2/area) * sum over k of a*b.
Model: two-dimensional electron gas on a grid of energies and angles, with
elastic impurities (rate ~ 1/energy) and phonons of one fixed energy.
W[k, q] is the transition rate from state k to state q.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import expit

rng = np.random.default_rng(7)
e = const.e
meV = 1e-3 * e
mass = 0.1 * const.m_e
temperature = 300.0
kT = const.k * temperature
mu = 50 * meV
phonon_meV = 30
top_meV = 600
imp_rate = 2e12            # impurity rate out of a state at energy_ref, 1/s
energy_ref = 50 * meV
ph_rate = 1e12             # phonon rate prefactor, 1/s
n_angle = 6
dos = mass / (np.pi * const.hbar**2)      # both spins, per area and energy
bose = 1 / np.expm1(phonon_meV * meV / kT)


def build(step_meV):
    """States, equilibrium functions and transition rates on one grid."""
    n = top_meV // step_meV
    shell = (np.arange(n) + 0.5) * step_meV * meV
    angle = 2 * np.pi * np.arange(n_angle) / n_angle
    turn = angle[:, None] - angle[None, :]
    forward = (1 + np.cos(turn)) / n_angle
    isotropic = np.ones((n_angle, n_angle)) / n_angle
    energy = np.repeat(shell, n_angle)
    vx = np.sqrt(2 * energy / mass) * np.tile(np.cos(angle), n)
    f0 = expit((mu - energy) / kT)
    w = f0 * (1 - f0) / kT
    elastic = np.diag(imp_rate * energy_ref / shell)
    jump = phonon_meV // step_meV
    inelastic = ph_rate * ((bose + 1) * np.eye(n, k=-jump)
                           + bose * np.eye(n, k=jump))
    return SimpleNamespace(
        n=n, step=step_meV, shell=shell, energy=energy, vx=vx, f0=f0, w=w,
        X=e * vx * w, cell=dos * step_meV * meV / n_angle,
        W_imp=np.kron(elastic, forward), W_iso=np.kron(elastic, isotropic),
        W_ph=np.kron(inelastic, forward))


def operator(g, W):
    """Linearized collision operator; detailed balance is checked."""
    F = W * np.outer(g.f0, 1 - g.f0)
    assert np.allclose(F, F.T, rtol=1e-9, atol=0)
    return (np.diag(F.sum(axis=1)) - F) / kT


def inner(g, a, b):
    return g.cell * np.dot(a, b)


def solve(g, P):
    """Solve P psi = X outside the null space; return psi, rho, spectrum."""
    root = np.sqrt(g.w)
    lam, U = eigh(P / np.outer(root, root))
    assert lam[0] > -1e-10 * lam[-1]
    keep = lam > 1e-10 * lam[-1]
    b = g.X / root
    coef = U.T @ b
    assert np.linalg.norm(coef[~keep]) < 1e-8 * np.linalg.norm(b)
    psi = U[:, keep] @ (coef[keep] / lam[keep]) / root
    return psi, 1 / inner(g, g.X, psi), lam


def functional(g, P, trial):
    return inner(g, trial, P @ trial) / inner(g, g.X, trial)**2


def collisions(W, f):
    """Full nonlinear collision term with Pauli factors."""
    return (1 - f) * (W.T @ f) - f * (W @ (1 - f))


def mismatch(g, P_part, psi, share):
    """Relative size of P_part psi - share*X."""
    root = np.sqrt(g.w)
    return (np.linalg.norm((P_part @ psi - share * g.X) / root)
            / np.linalg.norm(g.X / root))


g = build(5)
P_imp, P_ph = operator(g, g.W_imp), operator(g, g.W_ph)
P_all = P_imp + P_ph
psi_imp, rho_imp, lam_imp = solve(g, P_imp)
psi_ph, rho_ph, lam_ph = solve(g, P_ph)
psi_all, rho_all, lam_all = solve(g, P_all)

# Linearization against the full collision term (central difference)
for W, P in ((g.W_imp, P_imp), (g.W_ph, P_ph)):
    phi = 0.1 * kT * rng.standard_normal(g.energy.size)
    slope = (collisions(W, g.f0 + g.w * phi)
             - collisions(W, g.f0 - g.w * phi)) / 2
    expected = -P @ phi
    assert np.max(abs(slope - expected)) < 1e-9 * np.max(abs(expected))

# Joint conductivity from time evolution to the steady state in a weak field
field = 1.0
W_all = g.W_imp + g.W_ph
f = g.f0.copy()
dt = 1 / lam_all[-1]
for _ in range(1800):
    f = f + dt * (-field * g.X + collisions(W_all, f))
current = -e * g.cell * np.dot(g.vx, f - g.f0)
rho_time = field / current
assert abs(rho_time / rho_all - 1) < 1e-6

# Impurity resistivity from the continuum integral with its transport time
def integrand(x):
    occ = expit(mu / kT - x)
    tau = x * kT / (0.5 * imp_rate * energy_ref)
    return occ * (1 - occ) * x * kT / mass * tau
rho_imp_cont = 1 / (e**2 * dos * quad(integrand, 0, 40, epsabs=0)[0])
assert abs(rho_imp / rho_imp_cont - 1) < 1e-3

# Variational principle with random trial functions
lowest_ratio = np.inf
for P, psi, rho in ((P_imp, psi_imp, rho_imp), (P_ph, psi_ph, rho_ph),
                    (P_all, psi_all, rho_all)):
    for _ in range(60):
        size = 10 ** rng.uniform(-3, 0)
        trial = psi * (1 + size * rng.standard_normal(psi.size))
        ratio = functional(g, P, trial) / rho
        lowest_ratio = min(lowest_ratio, ratio)
        assert ratio > 1 - 1e-10
drift = [functional(g, P, g.vx) for P in (P_imp, P_ph, P_all)]
assert drift[2] > rho_all

# The bound and the exact excess
excess = rho_all - rho_imp - rho_ph
chi = psi_all * rho_all
d_imp, d_ph = chi - psi_imp * rho_imp, chi - psi_ph * rho_ph
part_imp = inner(g, d_imp, P_imp @ d_imp)
part_ph = inner(g, d_ph, P_ph @ d_ph)
assert excess > 1e-3 * rho_all
assert abs(part_imp + part_ph - excess) < 1e-8 * rho_all
miss_main = mismatch(g, P_imp, psi_all, rho_imp / rho_all)
assert miss_main > 1e-2

# Equality: different operators whose solutions are proportional
P_iso = operator(g, g.W_iso)
psi_iso, rho_iso, _ = solve(g, P_iso)
psi_eq, rho_eq, _ = solve(g, P_imp + P_iso)
scale = np.sum(P_imp * P_iso) / np.sum(P_iso**2)
op_difference = np.linalg.norm(P_imp - scale * P_iso) / np.linalg.norm(P_imp)
assert op_difference > 1e-2
assert abs(rho_eq / (rho_imp + rho_iso) - 1) < 1e-9
miss_eq = mismatch(g, P_imp, psi_eq, rho_imp / rho_eq)
assert miss_eq < 1e-8

# Two carrier groups, each strongly scattered by one mechanism only
border_meV = 75
background = 1e-3
low = (g.energy < border_meV * meV).astype(float)
P_low = P_imp * np.outer(low, low)
P_high = P_imp * np.outer(1 - low, 1 - low)
assert np.allclose(P_low + P_high, P_imp, rtol=1e-12, atol=0)
rho_low = solve(g, P_low + background * P_imp)[1]
rho_high = solve(g, P_high + background * P_imp)[1]
rho_groups = solve(g, P_low + P_high + 2 * background * P_imp)[1]
assert rho_low + rho_high < 0.02 * rho_groups

# Dependence on the impurity strength
scan = []
for factor in (0.1, 0.3, 1.0, 3.0, 10.0):
    joint = solve(g, factor * P_imp + P_ph)[1]
    separate = factor * rho_imp + rho_ph
    assert joint > separate
    scan.append((factor, separate, joint, 100 * (joint / separate - 1)))

# Coarser energy grid
c = build(10)
C_imp, C_ph = operator(c, c.W_imp), operator(c, c.W_ph)
coarse = [solve(c, P)[1] for P in (C_imp, C_ph, C_imp + C_ph)]
for a, b in zip(coarse, (rho_imp, rho_ph, rho_all)):
    assert abs(a / b - 1) < 0.03

density = dos * kT * np.logaddexp(0, mu / kT)
nulls = [int(np.sum(lam < 1e-10 * lam[-1])) for lam in (lam_imp, lam_ph, lam_all)]
print(f"effective mass: {mass / const.m_e:.2f} m_e")
print(f"temperature: {temperature:.0f} K, kT = {kT / meV:.3f} meV")
print(f"chemical potential: {mu / meV:.0f} meV")
print(f"sheet density: {density:.4e} m^-2")
print(f"phonon energy: {phonon_meV} meV, Bose occupation {bose:.4f}")
print(f"impurity out-rate at {energy_ref / meV:.0f} meV: {imp_rate:.1e} s^-1")
print(f"phonon rate prefactor: {ph_rate:.1e} s^-1")
print(f"grid: step {g.step} meV up to {top_meV} meV, {n_angle} angles, "
      f"{g.energy.size} states")
print(f"null vectors (impurity, phonon, joint): {nulls}")
print(f"rho impurity alone: {rho_imp:.3f} ohm")
print(f"rho impurity, continuum integral: {rho_imp_cont:.3f} ohm")
print(f"rho phonon alone: {rho_ph:.3f} ohm")
print(f"sum of separate rho: {rho_imp + rho_ph:.3f} ohm")
print(f"rho joint: {rho_all:.3f} ohm")
print(f"rho joint from time evolution: {rho_time:.3f} ohm")
print(f"excess: {excess:.4f} ohm = {100 * excess / (rho_imp + rho_ph):.3f} "
      "percent of the sum")
print(f"excess part from impurity form: {part_imp:.4f} ohm")
print(f"excess part from phonon form: {part_ph:.4f} ohm")
print(f"lowest random-trial functional / minimum: {lowest_ratio:.8f}")
print("trial v_x (impurity, phonon, joint): "
      + ", ".join(f"{r:.3f}" for r in drift) + " ohm")
print("effective times psi/(e v_x) (impurity, phonon, joint):")
for target in (27, 52, 102, 202):
    i = target // g.step
    k = i * n_angle
    times = [p[k] / (e * g.vx[k]) * 1e12 for p in (psi_imp, psi_ph, psi_all)]
    print(f"  at {g.shell[i] / meV:.1f} meV: "
          + ", ".join(f"{t:.4f}" for t in times) + " ps")
print(f"mismatch of common-solution condition, main case: {miss_main:.4f}")
print(f"equality case, rho isotropic impurities alone: {rho_iso:.3f} ohm")
print(f"equality case, sum and joint: {rho_imp + rho_iso:.3f}, {rho_eq:.3f} ohm")
print(f"equality case, relative operator difference: {op_difference:.4f}")
print(f"equality case, mismatch below 1e-8: {miss_eq < 1e-8}")
print(f"two groups: border {border_meV} meV, background fraction {background}")
print(f"two groups, separate rho (low, high): {rho_low:.4f}, {rho_high:.4f} ohm")
print(f"two groups, joint rho: {rho_groups:.3f} ohm")
print("impurity strength factor: separate sum, joint, excess")
for factor, separate, joint, percent in scan:
    print(f"  {factor:4.1f}: {separate:.3f} ohm, {joint:.3f} ohm, "
          f"{percent:.3f} percent")
print(f"{c.step} meV grid, rho (impurity, phonon, joint): "
      + ", ".join(f"{r:.3f}" for r in coarse) + " ohm")
print("ALL CHECKS PASSED")
```

Printed output:

```
effective mass: 0.10 m_e
temperature: 300 K, kT = 25.852 meV
chemical potential: 50 meV
sheet density: 2.2345e+16 m^-2
phonon energy: 30 meV, Bose occupation 0.4563
impurity out-rate at 50 meV: 2.0e+12 s^-1
phonon rate prefactor: 1.0e+12 s^-1
grid: step 5 meV up to 600 meV, 6 angles, 720 states
null vectors (impurity, phonon, joint): [120, 6, 6]
rho impurity alone: 94.138 ohm
rho impurity, continuum integral: 94.138 ohm
rho phonon alone: 119.790 ohm
sum of separate rho: 213.929 ohm
rho joint: 243.280 ohm
rho joint from time evolution: 243.280 ohm
excess: 29.3513 ohm = 13.720 percent of the sum
excess part from impurity form: 12.6776 ohm
excess part from phonon form: 16.6736 ohm
lowest random-trial functional / minimum: 1.00000129
trial v_x (impurity, phonon, joint): 129.701, 125.816, 255.517 ohm
effective times psi/(e v_x) (impurity, phonon, joint):
  at 27.5 meV: 0.5500, 2.2051, 0.5174 ps
  at 52.5 meV: 1.0500, 1.4782, 0.5964 ps
  at 102.5 meV: 2.0500, 1.1708, 0.7147 ps
  at 202.5 meV: 4.0500, 1.0166, 0.7984 ps
mismatch of common-solution condition, main case: 0.2132
equality case, rho isotropic impurities alone: 188.277 ohm
equality case, sum and joint: 282.415, 282.415 ohm
equality case, relative operator difference: 0.2928
equality case, mismatch below 1e-8: True
two groups: border 75 meV, background fraction 0.001
two groups, separate rho (low, high): 0.1300, 0.3400 ohm
two groups, joint rho: 94.327 ohm
impurity strength factor: separate sum, joint, excess
   0.1: 129.204 ohm, 136.526 ohm, 5.667 percent
   0.3: 148.032 ohm, 163.674 ohm, 10.567 percent
   1.0: 213.929 ohm, 243.280 ohm, 13.720 percent
   3.0: 402.206 ohm, 445.404 ohm, 10.740 percent
  10.0: 1061.175 ohm, 1115.977 ohm, 5.164 percent
10 meV grid, rho (impurity, phonon, joint): 94.139, 119.784, 243.343 ohm
ALL CHECKS PASSED
```
